# Stress-driven surface ripples are not elastic buckling

**Q:** A film grown under compression develops ripples when it is annealed. I read this as buckling. Push on a ruler and it bows; push on a film and its surface bows. The hot atoms just let it happen faster.

**A:** When the ruler bows, does any piece of it change neighbours?

**Q:** No. Each piece moves, but stays attached to the pieces beside it.

**A:** Then buckling is a statement about displacements $\mathbf u$ of a body whose material arrangement is fixed. Annealing permits something else: atoms leave one place on the surface and attach at another. These are two different variations of the energy, and a state can be a minimum under one and not under the other. Let us test your film under each.

Take a thick isotropic solid filling $y<0$, with Young modulus $E$, Poisson ratio $\nu$, shear modulus $\mu_s$ and in-plane stress $\sigma_{xx}=\sigma_{zz}=\sigma_0$, positive in tension. The surface is free, so $\sigma_{iy}=0$.

**Q:** Start with mine. Atoms keep their neighbours.

**A:** Measure displacements from the stressed flat state, and use the Green strain, which ignores rigid rotations:
$$\eta_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i+\partial_iu_k\,\partial_ju_k).$$
I assume the energy density $\sigma_0(\eta_{xx}+\eta_{zz})+\tfrac12\eta{:}C{:}\eta$ with fixed moduli $C$. For a periodic displacement the terms linear in $u$ average to zero. With $\varepsilon$ the linear strain, the second-order energy is
$$U_2=\tfrac12\int\left[\varepsilon{:}C{:}\varepsilon+\sigma_0\left(|\partial_x\mathbf u|^2+|\partial_z\mathbf u|^2\right)\right]dV .$$
Different in-plane wavevectors decouple, and by isotropy I may put the wavevector along $x$. The stress term then becomes $\sigma_0k^2|\mathbf u|^2$ on average. Compression makes it negative, which is your buckling force. The question is whether it can beat the elastic term.

**Q:** So you need the smallest value of $\int\varepsilon{:}C{:}\varepsilon$ for a given $\int|\mathbf u|^2$.

**A:** Yes, and minimizing that ratio gives the vibration equation $\partial_j\sigma_{ij}=-\rho\omega^2u_i$ of the unstressed solid with a free surface; the ratio is $\rho\omega^2$. Bulk waves have $\rho\omega^2\ge\mu_sk^2$, because any variation with depth adds to $k^2$. A wave bound to the surface can lie lower. Write it with a longitudinal part of amplitude $A$ and a transverse part of amplitude $B$:
$$u_x=(-kAe^{qy}+sBe^{sy})\sin kx,\qquad u_y=(qAe^{qy}-kBe^{sy})\cos kx,$$
$$q^2=k^2-\frac{\rho\omega^2}{\lambda+2\mu_s},\qquad s^2=k^2-\frac{\rho\omega^2}{\mu_s},$$
where $\lambda$ is the Lamé constant. Zero shear traction at $y=0$ requires
$$(s^2+k^2)B=2kqA .$$
The normal traction is $\lambda(q^2-k^2)A+2\mu_s(q^2A-ksB)$. Since $(\lambda+2\mu_s)(q^2-k^2)=-\rho\omega^2=\mu_s(s^2-k^2)$, its vanishing reads
$$(s^2+k^2)A=2ksB .$$
Multiplying the two conditions gives $(s^2+k^2)^2=4k^2qs$. With $X=\rho\omega^2/(\mu_sk^2)$ this is the Rayleigh equation
$$(2-X)^2=4\sqrt{1-X}\,\sqrt{1-\frac{\mu_s}{\lambda+2\mu_s}X}.$$
For $\nu=1/4$, $\lambda=\mu_s$. Squaring and removing the root $X=0$ leaves
$$X^3-8X^2+\tfrac{56}{3}X-\tfrac{32}{3}=(X-4)\left(X^2-4X+\tfrac83\right)=0 .$$
A bound wave needs $X<1$, so $X=2-2/\sqrt3=0.845$.

**Q:** And the stress?

**A:** It adds $\sigma_0k^2$ to $\rho\omega^2$ and leaves the mode shape alone. It adds no surface traction, because the initial stress has no component on the surface. Hence
$$\rho\omega^2=k^2(P_c+\sigma_0),\qquad P_c=X\mu_s .$$
The flat solid is stable against displacement, at every wavelength, as long as $\sigma_0>-P_c$. Tension stiffens it. Compression must reach most of the shear modulus before the surface buckles. If only a film on top is stressed, the destabilizing term acts in less material, so compression has still less effect.

**Q:** Put in numbers for a real film.

**A:** Take rough values for a silicon-germanium film with about one quarter germanium, grown on silicon: $E=150$ GPa, $\nu=0.25$, misfit strain $-1\,\%$, thickness 10 nm. Then
$$\sigma_0=\frac{E}{1-\nu}(-0.01)=-2.0\ \text{GPa},\qquad P_c=0.845\times60\ \text{GPa}=50.7\ \text{GPa}.$$
The threshold is about 25 times the film stress. By linear extrapolation it corresponds to a biaxial strain of 25 %, where fixed moduli are not credible, so read $P_c$ as a scale. The film is far below it.

**Q:** But the ripples are there after annealing. If the flat state is an energy minimum, how can they form?

**A:** It is a minimum over displacements. Now change the other thing: let the body have the surface $h=a\cos kx$ because atoms were moved, and let the displacement relax afterwards. I assume a small slope $ak$, ripples in one direction, a constant surface energy $\gamma$, and a coherent film with the same moduli as its substrate, thicker than the amplitude $a$.

**Q:** What does the wavy shape do to the stress?

**A:** The normal is proportional to $(-h',1)$. The uniform stress alone would leave a traction $-\sigma_0h'$ along $x$, which a free surface cannot carry. The extra stress must cancel it, so to first order at $y=0$
$$\delta\sigma_{xy}=\sigma_0h'=-\sigma_0ak\sin kx,\qquad\delta\sigma_{yy}=0 .$$
To find the response, use the stress function $\chi=(A+By)e^{ky}\cos kx$, with new constants $A,B$. It satisfies the biharmonic equation and decays into the solid. From $\sigma_{xx}=\partial_y^2\chi$, $\sigma_{yy}=\partial_x^2\chi$, $\sigma_{xy}=-\partial_x\partial_y\chi$, at $y=0$,
$$\sigma_{yy}=-k^2A\cos kx,\quad\sigma_{xy}=k(kA+B)\sin kx,\quad\sigma_{xx}=(k^2A+2kB)\cos kx .$$
Our conditions give $A=0$ and $B=-\sigma_0a$. The total stress along the surface is therefore
$$\sigma_{xx}=\sigma_0(1-2ak\cos kx).$$
Its magnitude falls at crests and rises in troughs. A numerical relaxation of a truly wavy body with $ak=0.02$ gave 0.960 and 1.040 times the flat stress, as this formula says.

**Q:** A crest can spread sideways because it has no neighbours there. I see that. How far do the atoms move elastically?

**A:** In plane strain, with $E'=E/(1-\nu^2)$ and $\delta\sigma_{yy}=0$, $\varepsilon_{xx}=\delta\sigma_{xx}/E'$. Integrating along $x$,
$$u_x=-\frac{2\sigma_0a}{E'}\sin kx .$$
Here $E'=160$ GPa, so the amplitude is $2\times2/160=0.025$ of the ripple height. A 1 nm ripple comes with a sideways elastic displacement of 0.025 nm. The shape was made by relocation of material, not by displacement.

**Q:** Does it pay in energy?

**A:** The displacement already minimizes the energy at each shape, so a small shape change alters the energy, to first order, only through the material added or removed. Adding unit volume at the surface costs
$$\mu=w+\gamma\kappa,$$
where $w$ is the elastic energy density there and $\kappa=-h''=ak^2\cos kx$ is the curvature. Since $\delta\sigma_{yy}=0$ and $\varepsilon_{zz}=0$, the first-order change of $w$ is
$$\delta w=\sigma_0\varepsilon_{xx}=-\frac{2\sigma_0^2}{E'}ak\cos kx .$$
Raising $a$ by $da$ adds height $\cos kx\,da$. The uniform part of $w$ drops out because the mean height is fixed, and $\langle\cos^2kx\rangle=\tfrac12$. So the energy $F$ per area obeys
$$\frac{dF}{da}=\frac12\left(\gamma k^2-\frac{2\sigma_0^2k}{E'}\right)a,$$
$$\Delta F=\frac{\gamma k^2a^2}{4}-\frac{\sigma_0^2ka^2}{2E'} .$$
This is negative for
$$k<k_c=\frac{2\sigma_0^2}{E'\gamma}.$$
Long ripples grow because surface energy rises as $k^2$ while elastic relief rises as $k$. As $\gamma\to0$ the cutoff wavelength goes to zero; as $\sigma_0\to0$ it goes to infinity.

**Q:** The stress is squared. A stretched film would ripple too?

**A:** Yes, to this order equally. That alone separates it from buckling, which tension suppresses. At the next level the initial stress slightly changes the elastic response. With fixed moduli and our stress throughout a thick solid, $k_c$ rises by about 1 % under compression and falls by about 1 % under tension of the same size. The change of the moduli with strain, left out here, can be larger and of opposite sign, so these shifts belong to the fixed-moduli model and do not predict which way a real film deviates. The equality also assumes a constant $\gamma$. On a real crystal surface such as SiGe (001) the energy of atomic steps depends on the sign of the strain, and stretched films are observed to stay much smoother than compressed ones.

**Q:** There is no film thickness in $k_c$ either. For a buckled plate, thickness is central.

**A:** The driving traction comes from stressed material at the wavy surface. A flat, uniformly stressed layer below the troughs does no net work on a periodic displacement, since $\int\partial_xu_x\,dx=0$ over a period. Removing the stress from the substrate therefore leaves the relaxation energy unchanged, provided the moduli match and the troughs do not reach the substrate.

**Q:** Let me still make the same 1 nm shape my way, by bending the surface, and compare.

**A:** Push with a normal traction $p\cos kx$ and no shear traction, which is the cheapest way to impose a given height. Leave out the initial stress for now. The stress function then has $A=-p/k^2$ and $B=p/k$. The vertical displacement is the integral over depth of
$$\varepsilon_{yy}=\frac1{E'}\left(\sigma_{yy}-\frac{\nu}{1-\nu}\sigma_{xx}\right).$$
Using $\int_{-\infty}^0e^{ky}dy=1/k$ and $\int_{-\infty}^0ye^{ky}dy=-1/k^2$, the amplitudes integrate to
$$\int\sigma_{yy}\,dy=-kA+B=\frac{2p}{k},\qquad\int\sigma_{xx}\,dy=kA+B=0 .$$
So $u_y=(2p/E'k)\cos kx$. Setting its amplitude to $a$ gives $p=E'ka/2$, and the work per area is
$$\tfrac12\langle p\cos kx\;u_y\rangle=\tfrac14pa=\frac{E'ka^2}{8}.$$
With $\gamma=1.2$ J/m²,
$$k_c=\frac{2(2.0\times10^9)^2}{(1.6\times10^{11})(1.2)}\ \text{m}^{-1}=0.0417\ \text{nm}^{-1},$$
a cutoff wavelength of 151 nm. Compare at $k=\tfrac34k_c$, a wavelength of 201 nm, with $a=1$ nm:

- Bending costs $0.625$ J/m², or $0.609$ J/m² when the same compression is included throughout the solid.
- Rearrangement changes the elastic energy by $-0.391$ mJ/m² and the surface energy by $+0.293$ mJ/m², a net $-0.098$ mJ/m².

The ratio of bending cost to elastic gain is $E'^2/4\sigma_0^2=1600$. The outer shape is the same, but one route climbs a steep energy hill and the other goes gently down.

**Q:** Why that value of $k$? Below $k_c$ everything grows.

**A:** Growth needs transport, and transport selects the fastest wavelength. For surface diffusion, let $D$ be the surface diffusivity, $N$ the number of surface atoms per area, $\Omega$ the atomic volume and $T$ the temperature. The chemical potential per atom is $\Omega\mu$, and its gradient drives a flux
$$J=-\frac{DN}{k_BT}\,\partial_x(\Omega\mu).$$
Conservation gives $\partial_th=-\Omega\,\partial_xJ$, so
$$\partial_th=M\,\partial_x^2\mu,\qquad M=\frac{DN\Omega^2}{k_BT}.$$
Because $2\sigma_0^2/E'=\gamma k_c$, the varying part of $\mu$ is $\gamma(k^2-k_ck)h$. Two derivatives bring $-k^2$, so the growth rate is
$$r=M\gamma(k_ck^3-k^4).$$
Its derivative is proportional to $k^2(3k_c-4k)$, which vanishes at $k=\tfrac34k_c$. There $r=\tfrac{27}{256}M\gamma k_c^4$.

**Q:** What if atoms evaporate and condense, or the surface melts and refreezes? Surely melting means the solid has lost its stability.

**A:** The solid under the interface keeps its shear stiffness; only the interface moves. Suppose the local speed is proportional to the potential difference from a uniform surrounding phase, with coefficient $L$, and measure $h$ from the mean surface. Then $\partial_th=-L\,\delta\mu$ and
$$r=L\gamma(k_ck-k^2),$$
with its maximum at $k_c/2$. For the same $\gamma$ that is 302 nm here. For a melt, $\gamma$ must be the solid-liquid value, and the temperature must be uniform along the interface. The cutoff comes from the energy and the preferred wavelength from the transport. Using the numerical surface potential of the wavy body with $ak=0.02$ in these two rate laws put the cutoff at $0.9996\,k_c$ and the two maxima at $0.750\,k_c$ and $0.500\,k_c$.

**Q:** So heat does just let it happen faster, as I said.

**A:** Heat allows the rearrangement, which is a different path from yours. Compare the clocks. At 1000 K take a round $D=10^{-15}$ m²/s, $N=7\times10^{18}$ m⁻² and $\Omega=0.020$ nm³. Then
$$M=\frac{10^{-15}\,(7\times10^{18})\,(2\times10^{-29})^2}{k_B\,(1000\ \text{K})}=2.03\times10^{-34}\ \text{m}^6/(\text{J s}),$$
so $r=7.7\times10^{-5}$ s⁻¹, and a ripple that stays shallow and within the film grows tenfold in $\ln10/r\approx8$ h. The diffusivity is uncertain by orders of magnitude, and this time with it. The elastic vibration at the same wavelength has a period of
$$\frac{2\pi}{k}\sqrt{\frac{\rho}{P_c+\sigma_0}}=50\ \text{ps}$$
for $\rho=3000$ kg/m³ and the film's stress throughout the solid; for a 10 nm film on lighter, unstressed silicon, taken to have the same moduli, it is about 44 ps. Its frequency is real: displace the surface elastically and it springs back, while its shape drifts over hours.

Now cool to 300 K, holding the stress and moduli fixed. With an activation energy of 2.0 eV the tenfold time becomes about $10^{20}$ years. The ripples are frozen out, yet in this comparison $P_c$ has not changed at all. In an elastic solid like this one, a buckling instability would not wait for diffusion.

**Q:** Yet I have seen thin membranes buckle. Are you saying films never do?

**A:** No. My stability result is for a thick solid, or for a film bonded to one about as stiff as itself. On a much softer substrate a stiff film can buckle while still bonded. Take a sheet of thickness $t$, free on both faces and held at its ends under $\sigma_0$. A deflection $b\cos kx$ costs bending energy $\tfrac12(E't^3/12)\langle(\text{curvature})^2\rangle=E't^3k^4b^2/48$ per area. The stress contributes $\tfrac12\sigma_0t\langle(\text{slope})^2\rangle=\sigma_0tk^2b^2/4$. The sum is negative when
$$-\sigma_0>\frac{E't^2k^2}{12}.$$
This threshold vanishes at long wavelength, so a loose sheet buckles easily under compression. For $t=10$ nm and $-2$ GPa it does so at wavelengths above $2\pi t\sqrt{E'/12|\sigma_0|}\approx160$ nm, close to our ripple wavelengths.

**Q:** Then the wavelength cannot tell me which one I have.

**A:** Not by itself. Ask whether the film is loose or its substrate soft, whether the underside bends with the top, whether the stress is compressive, and whether the pattern needs transport to appear. The last sign is not proof by itself: a compressed film on a glass layer may buckle only when annealing lets the glass flow. A buckled film bends as a whole; a ripple made by surface transport has varying thickness above a nearly flat interface.

**Q:** How far should I trust 151 nm for a real silicon-germanium film?

**A:** As a scale. One correction I can size is crystal anisotropy. With rough cubic constants of silicon (166, 64 and 80 GPa) and the same misfit, the stress on a (001) film is $-1.81$ GPa. The cutoff wavelength becomes 189 nm for ripples along [100] and 210 nm along [110], which is 25 % and 39 % above the isotropic value. The lower stress accounts for a factor $(2.000/1.807)^2\approx1.23$ of each. At the 201 nm wavelength, a surface stress of about 1 N/m adds tractions of only 1.6 % of the driving one.

Dislocations matter more. The shear stress of an edge dislocation on its slip plane is $\mu_sb/[2\pi(1-\nu)r]$ at distance $r$, where $b$ is now its Burgers length, 0.4 nm. Half the work of this stress, from $r=b$ to the film thickness $t$, estimates the line energy. Equating it to the work of the film stress,
$$\frac{\mu_sb^2}{4\pi(1-\nu)}\ln\frac tb=|\sigma_0|bt,$$
has its larger root at $t\approx2$ nm; the smaller one is close to the core size, where the estimate fails. The estimate ignores the core energy and the free surface's effect on the dislocation, and lets the whole Burgers length relieve the misfit. If only half of it does, as for an inclined Burgers vector, the right side is halved and $t$ becomes about 7 nm. Adding the usual core term for a 60° dislocation, $\ln(t/b)+1$ in place of $\ln(t/b)$, moves it to about 10 nm, so the film sits near the threshold rather than clearly above it. So our 10 nm film may already be thick enough for dislocations to pay, and would then be coherent only because they have not yet formed. If they relieve half the stress, the cutoff wavelength grows fourfold. Intermixing, facets, wetting of the substrate and the temperature dependence of the moduli are also left out.

**Q:** Then my mistake was to treat "the flat surface is unstable" as one statement.

**A:** It needs its second half: unstable against what. Against displacement, this bonded film is stable by a factor of 25 in stress. Against relocation of its atoms, it is unstable in this model at every wavelength above the cutoff. The main values used here are collected in the numerical output below.

## Computed values

```
Young modulus 150 GPa, Poisson ratio 0.25
plane-strain modulus E' = 160.0 GPa
shear modulus = 60.0 GPa
misfit strain = -1.0 %, film stress = -2.00 GPa
surface energy = 1.20 J/m^2, density = 3000 kg/m^3
film thickness = 10 nm
buckling threshold Pc = 50.72 GPa
Pc / shear modulus = 0.8453
Pc / |film stress| = 25.4
biaxial strain at Pc, linear estimate = 25 %
cutoff wavenumber kc = 0.04167 1/nm
cutoff wavelength = 150.8 nm
fastest wavelength, surface diffusion = 201.1 nm
fastest wavelength, exchange, same gamma = 301.6 nm
numerical cutoff k/kc = 0.9996
numerical peak k/kc: diffusion 0.7497, exchange 0.4998
wavy-body test slope ak = 0.02
stress ratio to flat: crest 0.9600, trough 1.0400
wavy-body energy / formula = 0.99970
example amplitude = 1.0 nm, slope ak = 0.0312
bending cost, no prestress = 0.6250 J/m^2
bending cost, with prestress = 0.6092 J/m^2
rearrangement: elastic change = -0.3906 mJ/m^2
rearrangement: surface change = 0.2930 mJ/m^2
rearrangement: net change = -0.0977 mJ/m^2
bending cost / elastic gain = 1600
elastic u_x amplitude / ripple amplitude = 0.0250
elastic vibration period at fastest ripple = 49.9 ps
diffusivity at 1000 K = 1.0e-15 m^2/s
activation energy = 2.0 eV
surface site density = 7.0e+18 1/m^2
atomic volume = 0.020 nm^3
mobility M = 2.028e-34 m^6/(J s)
growth rate at 1000 K = 7.736e-05 1/s
tenfold growth time at 1000 K = 8.27 h
tenfold growth time at 300 K = 9.4e+19 years
growth time (1/rate) / vibration period = 2.6e+14
prestress effect on kc: compression +1.43 %
prestress effect on kc: tension -1.35 %
cubic constants = 166, 64, 80 GPa
cubic film stress = -1.81 GPa
cubic cutoff wavelength: [100] 188.7 nm, [110] 209.6 nm
assumed surface stress f = 1.0 N/m
surface-stress traction ratio f k/|s0| = 1.56 %
Burgers length = 0.4 nm
dislocation balance thickness, rough = 2.1 nm
```
